Charge radius and point-proton radius of a spin-0 nucleus: helium-4

The mean square charge radius of a spin-0 nucleus with Z protons and N neutrons is related to the mean square radius of its proton centres by

r_ch² = r_pp² + r_p² + (N/Z) r_n² + 3/(4M²) + Δ_so + Δ_2b.

Here r_pp is the rms distance of the proton centres from the nuclear centre of mass, r_p² and r_n² are the mean square charge radii of the free proton and neutron, and M is the nucleon mass. The neutron's r_n² is negative: the term enters with a plus sign and lowers r_ch². The spin-orbit term Δ_so vanishes if the total nucleon spin S is zero. Δ_2b collects the remaining corrections: charge operators acting on two or more nucleons, changes of nucleon structure inside the nucleus, and the further corrections named below. It is not calculated here. With Δ_so = Δ_2b = 0, a rough helium-4 charge radius of 1.7 fm gives r_pp ≈ 1.5 fm.

Units with ħ = c = 1 are used, so that 1/M is the length ħ/(Mc), and nuclear lengths are given in femtometres. The vector q is the momentum transferred to the nucleus, and q² is its square. Radii are defined by slopes at q² = 0:

r_ch² = −6 dF_ch/dq², r_p² = −6 dG_p/dq², r_n² = −6 dG_n/dq².

F_ch is the nuclear charge form factor with F_ch(0) = 1. G_p and G_n are the Sachs electric form factors of the nucleons, with G_p(0) = 1 and G_n(0) = 0. This choice of nucleon radius fixes the coefficient of 1/M², as the next steps show.

A free nucleon of momentum p and energy E has the spinor

u(p) = √[(E+M)/(2E)] ( χ , σ·p χ/(E+M) ),

where χ is a two-component spinor and u†u = 1. This normalization, one particle per state, is the one needed when nucleon operators are placed between ordinary nuclear wave functions. The charge component of the nucleon current contains γ⁰F₁ + iσ^{0ν}q_νF₂/(2M). Since iσ^{0ν}q_ν = γ⁰ γ·q and (γ⁰)² = 1, the charge density between momenta p and p′ = p + q is

ρ_N = F₁ u′†u + (F₂/2M) u′† γ·q u.

Take first the Breit frame, p = −q/2 and p′ = q/2, where both energies equal E = √(M² + q²/4). Using (σ·q)² = q² and q²/4 = E² − M²,

u′†u = [(E+M)/(2E)] [1 − (q²/4)/(E+M)²]
= [(E+M)/(2E)] [1 − (E−M)/(E+M)] = M/E.

The matrix γ·q has σ·q in its upper right block and −σ·q in its lower left block. Its two contributions are equal:

u′† γ·q u = (1/2E) [σ·q σ·p − σ·p′ σ·q]
= (1/2E) [−q²/2 − q²/2] = −q²/(2E).

The two-component spinors are understood on both sides. With τ = q²/(4M²), so that E = M√(1+τ), the sum is

ρ_N = (M/E) [F₁ − q²F₂/(4M²)] = G_E/√(1+τ),

because G_E = F₁ − τF₂ is the definition of the Sachs electric form factor. The square root is the ratio E/M left over from normalizing to one particle. Its expansion is

1/√(1+τ) = 1 − q²/(8M²) + O(q⁴/M⁴).

Nucleons in a nucleus do not all sit in their own Breit frame, so the result must be checked for general p. Through order 1/M² the spinor is

u(p) ≈ ( [1 − p²/(8M²)]χ , σ·p χ/(2M) ).

The identity σ·a σ·b = a·b + iσ·(a×b), with p′×p = q×p, gives

u′†u = 1 − (p² + p′² − 2p·p′)/(8M²) + iσ·(q×p)/(4M²)
= 1 − q²/(8M²) + iσ·(q×p)/(4M²).

In the second matrix element, −p′×q = q×p′ = q×p, so

u′† γ·q u = (1/2M) [q·p − p′·q + iσ·(q×p − p′×q)]
= (1/2M) [−q² + 2iσ·(q×p)].

Let e be the nucleon charge in units of the proton charge and μ its magnetic moment in nuclear magnetons. Then F₁(0) = e and F₂(0) = μ − e, hence F₁(0) + 2F₂(0) = 2μ − e, and

ρ_N = G_E − e q²/(8M²) + i(2μ−e) σ·(q×p)/(4M²).

Through order 1/M² the spin-independent correction does not depend on the mean momentum of the nucleon; higher orders change it by a relative amount of order (p/M)², a few per cent at the momenta found in helium-4, and are neglected. It is present for the proton and absent for the neutron, for which e = 0. Two effects have been dropped, and neither is evaluated here. The argument of G_E is strictly q² minus the squared energy transfer, which changes the nucleon radius terms by a relative amount of order (p/M)². In absolute size this is of order r_p²p²/M², which need not be negligible beside the 1/M² term kept above. In addition, the operator of a free nucleon is being used for a bound one, whose energy transfer is not fixed by free kinematics. Both differences are counted with the omitted term Δ_2b.

The neutron radius also contains a 1/M² term, but one that is already counted. From G_E = F₁ − q²F₂/(4M²), the magnetic part of −6 dG_n/dq² is 6μ_n/(4M²) = 2μ_n × 3/(4M²). With the values used below this is 2 × (−1.913) × 0.0332 fm² ≈ −0.127 fm², close to the whole of r_n². Since r_n² is defined by the slope of G_n, this piece must not be added again.

Now place the nucleons in the nucleus. A nucleon at r_i, measured from the centre of mass, contributes its charge operator times exp(iq·r_i). Define F_pp as the average of exp(iq·r_i) over the protons and F_nn as the same average over the neutrons. Leaving out the spin term for the moment, dividing by the total charge Z, and working only through order q² and 1/M²,

F_ch = [F_pp G_p + (N/Z) F_nn G_n]/√(1+τ).

No second factor of this kind arises from the nucleus as a whole. The charge matrix element of a spin-0 particle of mass M_A is (E_A + E_A′)F_ch in covariant normalization. In the nuclear Breit frame both energies are equal, and division by 2E_A leaves F_ch. The Lorentz contraction of the moving nucleus shortens lengths along q by the factor M_A/E_A, which changes q² by a relative amount of order q²/M_A². It therefore affects F_ch at order q⁴ and leaves the radius alone. Other effects of the nuclear motion on the internal wave function, such as the difference between the centre of energy and the centre of mass, are not evaluated here and are counted with Δ_2b.

For a spin-0 state the average of q·r_i vanishes and that of (q·r_i)² is q²r_i²/3. The second-order term of the exponential carries a factor −1/2, so

F_pp = 1 − q²r_pp²/6 + O(q⁴), F_nn = 1 + O(q²).

The nucleon factors are G_p = 1 − q²r_p²/6 and G_n = −q²r_n²/6 to the same order. Multiplying out,

F_ch = 1 − q² [r_pp²/6 + r_p²/6 + (N/Z) r_n²/6 + 1/(8M²)] + O(q⁴).

Applying −6 d/dq² turns 1/(8M²) into 6/(8M²) = 3/(4M²) and gives

r_ch² = r_pp² + r_p² + (N/Z) r_n² + 3/(4M²).

At fixed r_pp, the distribution of the neutron centres has dropped out. Because G_n starts at order q², the departure of F_nn from 1 can enter F_ch no earlier than q⁴. A neutron carries no net charge, so moving it farther out shifts equal amounts of positive and negative charge; what remains in the second moment is its internal charge separation.

The same result can be read in position space, where a product of form factors is a folding of densities. Let a nucleon centre sit at x and an element of its charge at x + y. Then

(x + y)² = x² + y² + 2x·y,

and the last term averages to zero for a spherical nucleon density. For a proton, x² is weighted with unit charge and the two mean squares add. For a neutron, x² is weighted with zero charge and y² alone survives, giving r_n².

The relativistic factor also has a density. With a = 2M it is

k(r) = a² K₁(ar)/(2π² r),

where K₁ is the modified Bessel function. To see this, set x = ar and κ = q/a and use K₁(x) = ∫₀^∞ exp(−x cosh t) cosh t dt. The Fourier transform of k is then

(2/π) ∫₀^∞ K₁(x) [sin(κx)/κ] dx
= (2/π) ∫₀^∞ cosh t dt/(cosh²t + κ²)
= (2/π) ∫₀^∞ ds/(1 + κ² + s²) = 1/√(1+κ²),

with s = sinh t in the last line, and κ² = τ. The density k is positive, integrates to one, and has the mean square radius 3/a² = 3/(4M²). The proton charge therefore acts as if spread over a further distance comparable with 1/M. This picture describes the operator between normalized states; it is not an additional intrinsic size of the free proton in the Sachs convention.

The spin term remains. For one nucleon, the part of its matrix element that is quadratic in q is

i(2μ−e)/(4M²) × i(q·r) σ·(q×p).

There is no ordering problem, because q·r commutes with q×p. Write σ·(q×p) = q·(p×σ) and average over the directions of q, which replaces q_iq_j by q²δ_ij/3. Since r·(p×σ) = σ·(r×p) = σ·l, the expression becomes

−q² (2μ−e) σ·l/(12M²).

The factor −6 from the radius definition and the sum over nucleons then give

Δ_so = (1/Z) Σ_i (2μ_i − e_i) ⟨σ_i·l_i⟩/(2M²).

Each σ_i is a vector operator in spin space, and a vector operator has zero expectation value in a state of total spin S = 0. Four nucleons filling the lowest s orbital form such a state. Components of the helium-4 ground state with S = 2 and L = 2 can make Δ_so nonzero. If every nucleon has the same expectation value s = ⟨σ·l⟩, then for N = Z

Δ_so = [2(μ_p + μ_n) − 1] s/(2M²) = 0.0168 s fm².

The proton and neutron moments largely cancel here. A value s = ±0.1, taken for illustration, would change r_ch² by about 0.002 fm², well below the other terms.

For the numerical evaluation the relation is solved for the point-proton radius:

r_pp² = r_ch² − r_p² − (N/Z) r_n² − 3/(4M²).

The inputs for helium-4 are Z = N = 2, a rough measured charge radius r_ch = 1.7 fm, and a rough measured r_n² = −0.12 fm². The proton radius is r_p = 0.8407 fm. Taking M as the proton mass gives 1/M = 0.2103 fm, and hence

3/(4M²) = 0.75 × (0.2103 fm)² = 0.0332 fm².

The subtraction, in fm², is

r_pp² = 2.890 − 0.707 + 0.120 − 0.033 = 2.270,

so that

r_pp = 1.507 fm = 2.85 × 10⁻⁵ bohr.

The third decimal in femtometres is kept to compare the terms; it is not the accuracy of the radius. A charge radius quoted as 1.7 fm may lie between 1.65 and 1.75 fm, and the result then runs from 1.45 to 1.56 fm. This follows from r_pp dr_pp = r_ch dr_ch: an error in the charge radius is magnified by r_ch/r_pp ≈ 1.13. Rounding r_n² to two figures matters much less, since a change of 0.005 fm² shifts r_pp by about 0.005/(2 × 1.507) ≈ 0.002 fm. With these inputs the point-proton radius is 1.51 ± 0.06 fm, before allowance for the omitted Δ_so and Δ_2b.

At a fixed charge radius the separate corrections can still be compared. Removing the proton size alone gives 1.478 fm. Including the neutron term raises this to 1.518 fm: the neutrons reduce the mean square charge radius, so the protons must extend farther to produce the given value. The relativistic term then lowers the result to 1.507 fm. Giving the neutron term the wrong sign would yield 1.425 fm, an error of −0.08 fm, larger than the shift caused by rounding r_ch.

The relation was also tested by folding densities directly in position space, with an exponential proton density, a neutron density of zero total charge, and the kernel k. For helium-4 a Gaussian distribution of centres with the derived r_pp returns a charge radius of 1.700 fm. A model with Z = 2, N = 4, a point-proton radius of 1.8 fm and a point-neutron radius of 2.5 fm tests the factor N/Z and the absence of the neutron distribution. The formula gives, in fm²,

r_ch² = 3.240 + 0.707 − 0.240 + 0.033 = 3.740,

or r_ch = 1.934 fm, in agreement with the folded density. These tests concern the relation between the radii, not the accuracy of a Gaussian as a picture of helium-4. The numerical output lists them together with the spinor and spin-orbit checks.

Two further cases show what the formula does and does not say. For two spin-0 isotopes of one element, r_p² and 3/(4M²) cancel in the difference. If changes of Δ_so and Δ_2b are neglected,

δ(r_ch²) = δ(r_pp²) + (δN/Z) r_n².

When two neutrons are added to a helium nucleus, the neutron-size term thus changes by −0.12 fm². Neglecting the change of Δ_so is a poor approximation if both enter a p₃/₂ orbital, where ⟨σ·l⟩ = 1: the formula for Δ_so then gives μ_n/M² ≈ −0.08 fm² for Z = 2. Any change in the distances of the protons from the centre of mass comes on top of this through δ(r_pp²). It includes the recoil of an otherwise unchanged core against the added neutrons.

The other case is a single free proton, Z = 1 and N = 0. Setting r_pp = 0 in the formula would give r_p² + 3/(4M²), not r_p². The formula does not apply, because this nucleus has spin 1/2. Its conventional radius is the slope of G_p, from which the factor 1/√(1+τ) has been removed, whereas the radius of a spin-0 nucleus is the slope of its full charge form factor. The term 3/(4M²) records this difference of definition between constituent and nucleus. If the proton radius were instead defined by the slope of G_p/√(1+τ), the term would already be inside it and would have to be dropped from the sum.

An atomic electron responds to r_ch, not to r_pp. In Hartree atomic units its potential energy in the field of the nucleus has the Fourier transform −4πZF_ch/q². Subtracting the value for a point charge leaves

4πZ(1 − F_ch)/q² → (2π/3) Z r_ch² as q → 0.

If the electron density n(0) is nearly constant across the nucleus, the first-order nonrelativistic energy shift is therefore (2π/3) Z n(0) r_ch², with r_ch in bohr. The formula is meant for light atoms: for a 1s electron relativistic effects raise the shift by about 0.2% at Z = 2, by nearly 20% at Z = 20, and by a factor of several for lead. This shift already contains the nucleon sizes and the 3/(4M²) term through r_ch. The point-proton radius is the quantity to compare with a nuclear wave function whose nucleons are treated as points.

Table of computed values

```
HELIUM-4: INPUTS
Z = 2, N = 2, N/Z = 1.0
charge radius r_ch (rough measured) = 1.7 fm
neutron r_n^2 (rough measured) = -0.12 fm^2
proton charge radius r_p = 0.8407 fm
1/M (proton reduced Compton wavelength) = 0.21031 fm
proton moment = 2.7928 nuclear magnetons
neutron moment = -1.9130 nuclear magnetons
HELIUM-4: TERMS AND RESULT
r_ch^2 = 2.8900 fm^2
r_p^2 = 0.7069 fm^2
(N/Z) r_n^2 = -0.1200 fm^2
3/(4 M^2) = 0.0332 fm^2
r_pp^2 = 2.2700 fm^2
r_pp = 1.5066 fm
r_pp = 2.847e-05 bohr
r_pp for r_ch = 1.65 fm: 1.4500 fm
r_pp for r_ch = 1.75 fm: 1.5628 fm
r_pp, only proton size removed = 1.4775 fm
r_pp, 3/(4 M^2) omitted = 1.5176 fm
r_pp, neutron sign reversed (wrong) = 1.4248 fm
spin-orbit shift per unit <sigma.l> per nucleon,
  equal for p and n, N = Z: 0.0168 fm^2
TESTS
Breit-frame largest error = 1.1e-16 (dimensionless)
q^2 coefficient beyond G_E, units 1/M^2 (general frame):
  proton -0.12489
  neutron -0.00008
folded helium-4 charge = 2.000000 e
folded helium-4 charge radius = 1.700000 fm
unequal model: Z = 2, N = 4
  point-proton radius = 1.8 fm
  point-neutron radius = 2.5 fm
  charge radius from folding = 1.933916 fm
  charge radius from formula = 1.933916 fm
spin-orbit shift / C, p orbital = 2.000000
  (dimensionless; derived value is 2)
```
